# Why backscattering from strained (001) diamond crystals sees only the singlet phonon, part 2

A diamond-structure film is strained in its (001) plane, and its strain is to be read from Raman backscattering. The cube axes are $x,y,z$, with $z$ along the surface normal. The strains $e_{ab}$ are tensor components, tension is positive, and $\sigma_{ab}$ is the stress. With stiffnesses $C_{11},C_{12}$, biaxial strain $e_{xx}=e_{yy}=e$ and a free surface give

$$0=\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})
\quad\Longrightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

The three optical modes have squared frequencies $\omega_k^2=\omega_0^2+\lambda_k$. Without shear, they vibrate along the cube axes, and the deformation potentials $p,q$ give

$$\begin{aligned}
\lambda_x&=p\,e_{xx}+q(e_{yy}+e_{zz}),\\
\lambda_y&=p\,e_{yy}+q(e_{xx}+e_{zz}),\\
\lambda_z&=p\,e_{zz}+q(e_{xx}+e_{yy}).
\end{aligned}$$

For biaxial strain, the singlet vibrates along $z$ and the doublet in the plane:

$$\lambda_s=p\,e_{zz}+2q\,e,\qquad
\lambda_d=p\,e+q(e+e_{zz}) .$$

The Raman tensors $R_x,R_y,R_z$ have the entry $d$ at positions $yz$, $xz$, $xy$ and their transposes. For incident polarization $\mathbf e_i$ and analyser direction $\mathbf e_s$, mode $k$ has amplitude $\mathbf e_s\cdot R_k\,\mathbf e_i$ and intensity $I_k\propto\left|\mathbf e_s\cdot R_k\,\mathbf e_i\right|^2$; intensities of different modes add. With both polarizations in the plane, at angles $\phi_i,\phi_s$ from $x$, the doublet is silent and the singlet has intensity $d^2\sin^2(\phi_i+\phi_s)$.

Section 8 showed that a shear $e_{xz}$ gives the mode near $x$ a $z$ component of magnitude

$$\left|\frac{\kappa}{\lambda_s-\lambda_d}\right|,\qquad
|\kappa|\ll|\lambda_s-\lambda_d| ,$$

where $\kappa$ is a restoring-matrix element proportional to the shear at first order. From Section 12 on, $\kappa$ denotes something else, defined there.

The example is a 15 nm film under 1% biaxial tension, with $\omega_0=520$ cm$^{-1}$, $p/\omega_0^2=-1.8$, $q/\omega_0^2=-2.3$, $C_{11}=165$ GPa and $C_{12}=64$ GPa. The singlet lies at 511.6 cm$^{-1}$ and the doublet at 513.9 cm$^{-1}$, a splitting of 2.34 cm$^{-1}$. The singlet's linear sensitivity is $-8.33$ cm$^{-1}$ per 1% strain.

### 11. One line gives one combination of strains

Suppose the in-plane strains may differ, while the surface remains free and there is no shear. Then $e_{zz}=-(C_{12}/C_{11})(e_{xx}+e_{yy})$, and the singlet formula becomes

$$\lambda_z=p\,e_{zz}+q(e_{xx}+e_{yy})
=\left(q-p\,\frac{C_{12}}{C_{11}}\right)(e_{xx}+e_{yy}).$$

To first order, the frequency depends only on the sum of the in-plane strains. Strains of 1.5% and 0.5% give the same shift as 1% in both directions. The same holds for stress, because

$$\sigma_{xx}+\sigma_{yy}
=(C_{11}+C_{12})(e_{xx}+e_{yy})+2C_{12}e_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)(e_{xx}+e_{yy}).$$

The missing information is in the silent modes. Subtracting their expressions gives

$$\lambda_x-\lambda_y=(p-q)(e_{xx}-e_{yy}),$$

which would reveal the anisotropy.

The doublet would be useful even for equal in-plane strains. If both frequencies were known, one could treat $e$ and $e_{zz}$ as separate unknowns and solve

$$\begin{pmatrix}\lambda_s\\\lambda_d\end{pmatrix}
=\begin{pmatrix}2q&p\\p+q&q\end{pmatrix}
\begin{pmatrix}e\\e_{zz}\end{pmatrix}.$$

The determinant is

$$2q^2-p(p+q)=2q^2-p^2-pq=-(p-q)(p+2q).$$

The solution exists when $p\ne q$ and $p\ne-2q$. The measurement would then test the free-surface relation. With the singlet alone, that relation must be assumed, along with equality of the in-plane strains.

### 12. A lens supplies the missing field component

A microscope objective sends light in over a cone. Let $s$ be the sine of a ray's angle in air, and let $f$ be its azimuth. The numerical aperture NA is the largest value of $s$. The film has complex refractive index $N$. The tangential wavevector is continuous at the surface, so in units of the vacuum wavevector the wave inside has

$$\mathbf k=(s\cos f,\ s\sin f,\ \sqrt{N^2-s^2}).$$

The condition $\mathbf k\cdot\mathbf E=0$ fixes the normal field:

$$E_z=-\frac{s(E_x\cos f+E_y\sin f)}{\sqrt{N^2-s^2}} .$$

For incident polarization along $x$, let $E_0$ be the internal field at normal incidence. To leading order, $E_x=E_0$ and $E_z=-(s/N)\cos f\,E_0$, while $E_y$ is of order $s^2$.

Assume a uniformly filled pupil in which $s$ is proportional to the distance from the centre. The area element is proportional to $s\,ds\,df$, so $\langle s^2\rangle=\mathrm{NA}^2/2$ and $\langle\cos^2 f\rangle=1/2$. Hence

$$\frac{\langle|E_z|^2\rangle}{|E_0|^2}=\frac{\mathrm{NA}^2}{4|N|^2}.$$

Collection can be treated in the same way. By reciprocity, the signal from a dipole $\mathbf P$ in one collected direction is proportional to $\mathbf P\cdot\mathbf E_s$. Here $\mathbf E_s$ is the field the lens would send into the film along that path, with the analyser's polarization.

We take the phonon emission to be uncorrelated between different points and collect it without a pinhole. Integration over the illuminated area then removes interference between different incoming directions. Incoming and collected directions can be averaged independently. We also neglect the small angular dependence of the absorption depth, and any reflection from the back of the film. That reflection is not always small. For a 15 nm film on oxide of index 1.47 it raises the NA 0.9 crossed ratio found below from 0.011 to about 0.013, and for an 8 nm film the ratio falls to about 0.005.

**Crossed polarizers.** Put the polarizer along $x$ and the analyser along $y$, and set the leading transverse fields to one. The amplitudes, in units of $d$, are

$$\begin{aligned}
A_x&=E_{sy}E_{iz}+E_{sz}E_{iy}\approx E_{iz},\\
A_y&=E_{sx}E_{iz}+E_{sz}E_{ix}\approx E_{sz},\\
A_z&=E_{sx}E_{iy}+E_{sy}E_{ix}\approx1 .
\end{aligned}$$

The omitted terms are of higher order in $s$. Adding the two doublet intensities gives

$$\rho=\frac{I_x+I_y}{I_z}
=2\times\frac{\mathrm{NA}^2}{4|N|^2}=\frac{\mathrm{NA}^2}{2|N|^2}.$$

A large index suppresses the doublet because refraction bends the rays towards the normal. At a wavelength of 364 nm the example takes $N=6.5+2.7i$, so $|N|^2=6.5^2+2.7^2=49.5$. For NA 0.9, the leading formula gives $\rho=0.0082$.

Integration over the full vector fields gives 0.0111, which is 36% above the leading value. To see why, let $c=\sqrt{1-s^2}$. Equal power per pupil area requires $c|E|^2$ to be constant in air, so the squared field has weight $1/c$, which favours rays far from the normal. Fresnel transmission adds a second effect. With $\kappa=\sqrt{N^2-s^2}$, the coefficients for fields perpendicular to and in the plane of incidence are

$$t_s=\frac{2c}{c+\kappa},\qquad
t_p=\frac{2cN}{N^2c+\kappa}.$$

For large $|N|$ and $c$ not too small, $t_s$ falls in proportion to $c$, while $t_p$ hardly changes. The normal field belongs to the second kind. Both effects therefore raise its share.

### 13. Parallel polarizers isolate the doublet only at small aperture

With both polarizers along $x$, the ideal singlet signal is zero. One might expect a lens to leave a clean doublet signal. The leading amplitude is $A_y\approx E_{iz}+E_{sz}$. The two terms are independent and average to zero over azimuth, so their squared magnitudes add. Relative to the crossed-polarizer singlet, the doublet again has strength $\mathrm{NA}^2/(2|N|^2)$.

The lens also turns part of the transverse polarization. Resolve the incident field along the radial direction $(\cos f,\sin f)$ and the azimuthal direction $(-\sin f,\cos f)$. The amplitudes are $\cos f$ and $-\sin f$. If the transmitted tangential fields have coefficients $T_p$ and $T_s$, then

$$E_y=(T_p-T_s)\sin f\cos f,$$

$$T_p=t_p\frac{\kappa}{N}=\frac{2}{N^2/\kappa+1/c},\qquad
T_s=t_s=\frac{2}{1+\kappa/c}.$$

For small $s$, use $\kappa\approx N-s^2/(2N)$ and $1/c\approx1+s^2/2$. The two denominators are

$$D_p\approx N+1+\frac{s^2}{2}\left(1+\frac1N\right),\qquad
D_s\approx N+1+\frac{s^2}{2}\left(N-\frac1N\right).$$

Since $T_p-T_s=2(D_s-D_p)/(D_pD_s)$ and $E_0=2/(N+1)$,

$$\frac{T_p-T_s}{E_0}\approx
\frac{s^2}{2}\,\frac{N-1-2/N}{N+1}
=\frac{s^2}{2}\left(1-\frac2N\right).$$

The last equality uses $N^2-N-2=(N-2)(N+1)$. Now $\langle s^4\rangle=\mathrm{NA}^4/3$ and $\langle\sin^2f\cos^2f\rangle=1/8$. The singlet amplitude is $E_{iy}+E_{sy}$, whose terms are again independent with zero mean. Its strength relative to the crossed singlet is

$$2\times\frac18\times\frac14\left|1-\frac2N\right|^2\frac{\mathrm{NA}^4}{3}
=\frac{\mathrm{NA}^4}{48}\left|1-\frac2N\right|^2 .$$

The doublet grows as the second power of the aperture and the singlet as the fourth. At small aperture the doublet therefore dominates, but its signal is very weak. Full integration at NA 0.5 gives 0.0027 for the doublet and 0.0009 for the singlet. At NA 0.9 the values are 0.011 and 0.019. Opening the lens strengthens the doublet, but the singlet then overtakes it. These figures assume perfect polarizers and the same film throughout.

### 14. A tilted surface

Let the surface normal be tilted from $z$ towards $x$ by an angle $\alpha$. Polarizations in the tilted surface are, for example,

$$\mathbf e_i=(\cos\alpha,0,-\sin\alpha),\qquad \mathbf e_s=(0,1,0).$$

With the modes held along the cube axes, the amplitudes are $A_x=-d\sin\alpha$, $A_y=0$ and $A_z=d\cos\alpha$. The doublet-to-singlet ratio is $\tan^2\alpha$, or 0.0012 for a tilt of 2 degrees.

This is the polarization effect alone. If the biaxial strain follows the tilted surface, with normal $\mathbf n=(\sin\alpha,0,\cos\alpha)$, the absence of force on that surface requires $\sigma_{xx}\sin\alpha+\sigma_{xz}\cos\alpha=0$. In a cubic crystal $\sigma_{xz}=2C_{44}e_{xz}$, where $C_{44}$ is the shear stiffness. The film therefore contains the shear

$$e_{xz}=-\frac{\sigma_{xx}}{2C_{44}}\tan\alpha .$$

By Section 8, the resulting mode mixing is this shear, times a material constant, divided by the biaxial splitting. For a small tilt, the shear and the splitting are both proportional to the in-plane strain $e$. The mixing is therefore of first order in $\alpha$ and does not vanish for weak strain. It can change the leakage by a comparable amount, so 0.0012 should not be taken as the total for a miscut film.

### 15. Does the weak doublet shift the measured peak?

Take two Lorentzian lines of equal full width $\Gamma$ at half maximum, separated by $D$. Measured from the singlet, the spectrum is

$$S(x)=L(x)+\rho L(x-D),\qquad L(x)=\frac{1}{1+4x^2/\Gamma^2}.$$

The derivative of one line is

$$L'(x)=-\frac{8x/\Gamma^2}{(1+4x^2/\Gamma^2)^2}.$$

For small $\rho$ the maximum lies at small $x$. Setting $S'(x)=0$ to first order gives

$$-\frac{8x}{\Gamma^2}
+\rho\,\frac{8D/\Gamma^2}{(1+4D^2/\Gamma^2)^2}=0
\quad\Longrightarrow\quad
x=\frac{\rho D}{(1+4D^2/\Gamma^2)^2}.$$

For $\Gamma=3$ cm$^{-1}$, $D=2.34$ cm$^{-1}$ and $\rho=0.0111$, the shift is 0.0022 cm$^{-1}$. Numerical maximization of the two-line spectrum gives the same value to this accuracy. Read as strain, it is an error of $-0.0003\%$ strain, against the applied 1%.

This is the shift of the maximum. A least-squares fit of one line of fixed width also uses the flanks. It maximizes the overlap of the spectrum with a trial line, and the overlap of two equal Lorentzians is itself a Lorentzian of width $2\Gamma$. Replacing $\Gamma$ by $2\Gamma$ in the formula gives $\rho D/(1+D^2/\Gamma^2)^2=0.010$ cm$^{-1}$, or $-0.0012\%$ strain, which is still negligible. The lens makes the doublet present in principle, but it neither spoils the singlet reading nor supplies an easily separated second line.

### 16. Larger limits on the strain reading

**Heating.** For a thermal slope of $-0.02$ cm$^{-1}$/K, laser heating by 10 K lowers the line by 0.2 cm$^{-1}$. Interpreted as tension, this is 0.024% strain.

**Confinement.** A film of thickness $t$ allows standing waves with wavevectors $n\pi/t$, and we first take the lowest, $\pi/t$. Model the band as falling by 110 cm$^{-1}$ between the zone centre and $2\pi/a$, following a squared sine. With $a=0.54$ nm and $t=15$ nm, the shift is

$$-110\sin^2\!\left(\frac{\pi a}{4t}\right)=-0.09\ \text{cm}^{-1},$$

equivalent to 0.011% strain. This is the shift of the lowest standing wave only. At 364 nm the light field changes phase by more than $\pi$ across the film, so the $n=2$ wave scatters about as strongly as $n=1$. With the same band and 3 cm$^{-1}$ lines, the peak then lies about 0.3 cm$^{-1}$ below the zone-centre frequency. The band model errs in the other direction. In the diamond structure the longitudinal optical branch meets the acoustic branch at $2\pi/a$ with a nonzero slope, whereas the squared sine is flat there and exaggerates the curvature at the zone centre. The choice of reference matters too. Backscattering from a thick crystal at 364 nm involves the wavevector $4\pi\times6.5/364=0.22$ nm$^{-1}$, close to $\pi/t=0.21$ nm$^{-1}$. If the unstrained line is measured on such a crystal at the same wavelength, most of the shift cancels: in the same model the thick crystal peaks about 0.26 cm$^{-1}$ below the zone-centre frequency, leaving a difference of about 0.04 cm$^{-1}$.

**Light from below.** The intensity absorption depth is $\delta=364/(4\pi\times2.7)=10.7$ nm. Light must enter and return, so the fraction of signal from below the film is $e^{-2t/\delta}=0.061$. This assumes a thick lower layer with the same scattering strength and absorption as the film, and ignores interface reflections. If the lower layer has a line within a few linewidths of the film's line, it can pull the fitted position and should be included in the fit. For a weak lower line of equal width, the formula of Section 15 shows that the pull on a fixed-width fit vanishes when the lines coincide, is largest at a separation of about $\Gamma/\sqrt3$, and weakens at larger separations.

**Calibration.** The strain is obtained by dividing the shift by a slope containing $p$, $q$ and $C_{12}/C_{11}$. A small fractional error in the slope causes an equal fractional error in the strain, of opposite sign. Accurate peak positions do not remove it.

### 17. Beside a real strained film

The parameters lie in the regime of strained silicon probed in the near ultraviolet. They are rough typical values. The calculated frequencies are model results, not measurements. A patterned device can break the assumption of equal in-plane strain, because a narrow line can relax across its width. Consider a line along $x$, in the limit in which the stress across it vanishes while the strain along it stays at 1%. The two transverse strains are then equal, and zero transverse stress gives

$$e_{yy}=e_{zz}=-\frac{C_{12}}{C_{11}+C_{12}}e_{xx}=-0.28\% .$$

The sum of the in-plane strains is 0.72%, not 2%. The singlet shift falls to 0.36 of its biaxial value, and a biaxial conversion would report 0.36% strain where the strain along the line is 1%. These numbers hold for a line along a cube axis. For a line along [110], a common direction in devices, the shear stiffness $C_{44}$ also enters and the numbers change. In either case the wrong strain state matters far more than the optical leakage. The remaining values are listed in the numerical output.

## Table of computed values

```
Model check, in-plane doublet/singlet with 0.2% xz shear: 0.01196
Independent invariant tensors, cubic: 1
Independent invariant tensors, biaxial: 3
Input unstrained phonon: 520 cm^-1
Input p/omega0^2: -1.8
Input q/omega0^2: -2.3
Input C11: 165 GPa
Input C12: 64 GPa
Input in-plane strain: 1 %
Out-of-plane strain: -0.7758 %
Biaxial stress: 1.794 GPa
Singlet lambda/omega0^2: -0.03204
Doublet lambda/omega0^2: -0.02316
Singlet linear shift: -8.329 cm^-1
Doublet linear shift: -6.021 cm^-1
Singlet frequency: 511.603 cm^-1
Doublet frequency: 513.944 cm^-1
Doublet minus singlet: 2.341 cm^-1
Singlet sensitivity per 1% strain: -8.329 cm^-1
Singlet sensitivity per GPa: -4.644 cm^-1
Square-root curvature correction: -0.068 cm^-1
Input wavelength: 364 nm
Input index, real part: 6.5
Input index, imaginary part: 2.7
Crossed doublet/singlet, NA 0.9, leading formula: 0.008175
Crossed doublet/singlet, NA 0.9, quadrature: 0.01112
Crossed doublet/singlet, NA 0.5, quadrature: 0.002706
Parallel doublet/crossed singlet, NA 0.5: 0.002706
Parallel singlet/crossed singlet, NA 0.5: 0.0008937
Parallel doublet/crossed singlet, NA 0.9: 0.01112
Parallel singlet/crossed singlet, NA 0.9: 0.01923
Input line width (FWHM): 3 cm^-1
Peak pull by doublet, NA 0.9, numerical: 0.002209 cm^-1
Peak pull by doublet, NA 0.9, formula: 0.002206 cm^-1
Strain error from peak pull: -0.0002653 % strain
Input miscut: 2 degrees
Doublet/singlet from miscut: 0.001219
Input film thickness: 15 nm
Intensity absorption depth: 10.73 nm
Round-trip light fraction from below film: 0.06103
Input laser heating: 10 K
Input thermal slope: -0.02 cm^-1/K
Thermal shift: -0.2 cm^-1
Apparent strain from heating: 0.02401 % strain
Input lattice constant: 0.54 nm
Input phonon band drop to zone edge: 110 cm^-1
Confinement shift: -0.08791 cm^-1
Apparent strain from confinement: 0.01055 % strain
```
